# Single-Mode Chaotic Light Enhances Weak N-Photon Transitions by N Factorial

## Result

Let an absorber go from level $g$ to level $f$ by taking $N$ photons from one mode of the field. To lowest order in the coupling, the transition probability per pulse is

$$P_N=|C_N|^2\,\langle a^{\dagger N}a^N\rangle ,$$

where $a$ annihilates a photon of the mode and $C_N$ does not depend on the state of the field. At mean photon number $\bar n$,

$$\langle a^{\dagger N}a^N\rangle=\begin{cases}\bar n^N & \text{coherent light}\\ N!\,\bar n^N & \text{chaotic light}\end{cases}\qquad\Rightarrow\qquad \frac{P_N^{\rm chaotic}}{P_N^{\rm coherent}}=N!$$

Both kinds of light occupy the same mode, with the same spatial profile, polarisation and pulse shape. The ratio compares averages over many pulses; a single chaotic pulse may excite less than a coherent one.

## The field factor in the amplitude

In the interaction picture the coupling is $V(t)=-d(t)\,[E^{+}(t)+E^{-}(t)]$. Here $d$ is the dipole component along the polarisation, $E^+$ annihilates photons and $E^-$ creates them. At the position of the absorber,

$$E^{+}(t)=a\,u(t)+(\text{other modes}).$$

The function $u(t)$ contains the carrier $e^{-i\omega t}$ and the pulse envelope. The other modes are in vacuum.

The $N$-th order term of the time-ordered series for the evolution operator, taken between $g$ and $f$, is

$$A=\left(-\frac{i}{\hbar}\right)^{N}\int_{t_N>\dots>t_1}\langle f|V(t_N)\cdots V(t_1)|g\rangle\,dt_1\cdots dt_N .$$

This is still an operator on the field. Three observations reduce it.

1. **Energy.** Let $\hbar\omega_{fg}\approx N\hbar\omega$. If all $N$ interactions absorb, the carrier phases nearly cancel the phase $e^{i\omega_{fg}t}$ of the absorber. If $m$ of them emit into the same mode instead, a phase close to $e^{2im\omega t}$ remains. An emission into another mode, of frequency $\omega'$, contributes $\omega+\omega'$ to the remaining frequency in place of $2\omega$. The integral of such a fast phase over a smooth pulse of many cycles is negligible. Terms with fewer than $N$ interactions fail for the same reason.
2. **Other modes.** The surviving product contains annihilation operators alone, and these commute. Any term with an operator of another mode can be ordered so that this operator acts first on its vacuum, which gives zero.
3. **Common factor.** Each remaining interaction is $-d(t_j)\,a\,u(t_j)$. The operator $a$ is the same at all times, so $a^N$ leaves the integral.

Since $(-i/\hbar)(-d)=+i\,d/\hbar$, the result is $A=C_N\,a^N$ with

$$C_N=\left(\frac{i}{\hbar}\right)^{N}\int_{t_N>\dots>t_1}\langle f|d(t_N)\cdots d(t_1)|g\rangle\,u(t_N)\cdots u(t_1)\,dt_1\cdots dt_N .$$

Intermediate levels, detunings and pulse shape all reside in $C_N$.

The final field is not observed, so we sum over a complete set of field states $|\phi\rangle$. For an initial field state $|\psi\rangle$,

$$P_N=\sum_\phi|\langle\phi|C_Na^N|\psi\rangle|^2=|C_N|^2\langle\psi|a^{\dagger N}a^N|\psi\rangle .$$

The last step uses $\sum_\phi|\phi\rangle\langle\phi|=1$. For a mixed field the expectation value is averaged over the mixture. If several final levels can be reached, their values of $|C_N|^2$ add, and the field factor stays common.

## Equal intensity means equal photon number

The mean intensity is proportional to

$$\langle E^-E^+\rangle=|u(t)|^2\langle a^\dagger a\rangle=|u(t)|^2\,\bar n .$$

With the mode held fixed, equal mean intensity at every point and time is therefore the same condition as equal $\bar n$.

## Coherent light

A coherent state obeys $a|\alpha\rangle=\alpha|\alpha\rangle$. Applying this $N$ times on each side gives

$$\langle\alpha|a^{\dagger N}a^N|\alpha\rangle=|\alpha|^{2N}=\bar n^N,$$

because $\bar n=|\alpha|^2$.

## Chaotic light

Light from many independent emitters is a sum of many contributions with random phases. Its complex amplitude $\alpha$ then has a Gaussian distribution:

$$\rho=\int\frac{e^{-|\alpha|^2/\bar n}}{\pi\bar n}\,|\alpha\rangle\langle\alpha|\,d^2\alpha .$$

The integrand depends on the phase of $\alpha$ through $|\alpha\rangle\langle\alpha|$ alone. With $y=|\alpha|^2$ we have $d^2\alpha=\tfrac12\,dy\,d\theta$, and the phase integral of a phase-independent quantity gives $\pi\,dy$. Hence $y$ has density $e^{-y/\bar n}/\bar n$, and

$$\langle a^{\dagger N}a^N\rangle=\int_0^\infty y^N\,\frac{e^{-y/\bar n}}{\bar n}\,dy=\bar n^N\int_0^\infty x^Ne^{-x}dx=N!\,\bar n^N,$$

where $x=y/\bar n$. This proves the ratio.

The same result follows from counting photons. A coherent state contains $n$ photons with probability $e^{-y}y^n/n!$, so the chaotic state has

$$p_n=\frac{1}{\bar n\,n!}\int_0^\infty y^n e^{-y(1+1/\bar n)}dy=\frac{1}{\bar n}\left(1+\frac1{\bar n}\right)^{-(n+1)}=\frac{\bar n^n}{(1+\bar n)^{n+1}} .$$

In a number state, $a^{\dagger N}a^N$ has the value $n(n-1)\cdots(n-N+1)$. To average it, sum a geometric series for small $s$:

$$\sum_n p_n(1+s)^n=\frac{1}{1+\bar n}\,\frac{1}{1-\bar n(1+s)/(1+\bar n)}=\frac{1}{1-\bar n s}=\sum_N\bar n^Ns^N .$$

The binomial expansion of $(1+s)^n$ shows that the coefficient of $s^N$ on the left is $\langle n(n-1)\cdots(n-N+1)\rangle/N!$. Equating coefficients again gives $N!\,\bar n^N$.

## Three limits and what they mean

**Bright light.** The chaotic intensity $I$ varies from pulse to pulse with density $e^{-I/\bar I}/\bar I$. A process that follows $I^N$ gains more from the strong pulses than it loses from the weak ones. For $N=1$ there is no gain.

**Faint light.** For $\bar n\ll1$ the leading contribution comes from pulses with $N$ photons, each contributing $N!\,|C_N|^2$. Their probability is about $\bar n^N$ in chaotic light and $\bar n^N/N!$ in coherent light. The factor $N!$ is now the greater chance of finding $N$ photons together.

**A fixed photon number.** A number state with $n=2$ gives $\langle a^{\dagger2}a^2\rangle=2$, while coherent light with $\bar n=2$ gives 4 and chaotic light gives 8. Removing the number fluctuations lowers the two-photon signal below the coherent value.

## A case at finite coupling

The derivation keeps the lowest order. A small model shows the size of the remainder in one case. Take levels at 0, 1.6 and 2.0 photon energies, with neighbouring levels coupled to one quantised mode through $a+a^\dagger$. The coupling is 0.004 photon energies at the peak, with envelope $e^{-t^2/2T^2}$ and $\omega T=12$. The Schrödinger equation was integrated in short split steps with 40 photon-number states, for $\bar n=1$.

The chaotic-to-coherent ratio is 1.9995. At half the coupling it is 1.9999, and the coherent probability falls from $3.28\times10^{-7}$ to $2.05\times10^{-8}$, a factor of 16, as expected for a signal proportional to the fourth power of the field. Moving the top level to 2.08, off resonance, lowers the coherent probability to $2.38\times10^{-7}$ but leaves the ratio at 1.9989. A four-level absorber with levels at 0, 1.5, 2.4 and 3.0 gives 5.9955 for three photons, close to $3!=6$.

## Dose, resolution and noise

**Equal dose.** Let chaotic light have mean intensity $\bar I_{\rm ch}$ and coherent light $I_{\rm co}$. Equal mean $N$-photon signals require $N!\,\bar I_{\rm ch}^N=I_{\rm co}^N$, so

$$\bar I_{\rm ch}=(N!)^{-1/N}I_{\rm co}.$$

The factor is 0.707, 0.550 and 0.452 for $N=2,3,4$.

**Resolution.** If the spot has field profile $v(\mathbf r)$, then $u\propto v(\mathbf r)$ and $|C_N|^2\propto|v(\mathbf r)|^{2N}$ for both kinds of light. In the weak limit, chaotic light multiplies the mean dose profile by a constant. It does not narrow it. A feature defined by a fixed dose threshold is wider in chaotic light of equal intensity: for $N=2$, a Gaussian spot and a threshold at half the coherent peak dose, it is wider by $\sqrt2$. Saturation and consumption flatten the peak and broaden the profile, more so for chaotic light.

**Noise.** Let $x_j$ be the intensity of pulse $j$ relative to its mean, and let the dose be $D=\sum_{j=1}^M x_j^N$ over $M$ independent pulses. Since $\langle x^k\rangle=k!$, the mean is $M\,N!$ and the variance is $M[(2N)!-(N!)^2]$. Therefore

$$\frac{\Delta D}{\langle D\rangle}=\sqrt{\frac1M\left[\frac{(2N)!}{(N!)^2}-1\right]} .$$

For $N=2$ this is $\sqrt{5/M}$. Ideal coherent pulses have no such contribution. The random number of molecular events adds further noise in both cases.

## Worked example: two-photon exposure of a resist

The pulses have wavelength 780 nm (photon energy 1.59 eV), a Gaussian shape in time with full width at half maximum $\tau=100$ fs, and a repetition rate of 80 MHz. The mean intensity at the pulse peak is 0.20 TW/cm². The spot rests on each voxel for 1000 pulses, or 12.5 µs. The two-photon cross-section is a rough 5 GM, or $\sigma_2=5\times10^{-50}$ cm⁴ s, with excitation rate $\tfrac12\sigma_2F^2$ at photon flux $F$.

The flux is intensity divided by photon energy, $F=7.853\times10^{29}$ cm⁻² s⁻¹. For a Gaussian pulse,

$$\int F^k(t)\,dt=F^k\tau\sqrt{\frac{\pi}{4k\ln2}},$$

where $F$ on the right is the peak value. The root is 0.7527 for $k=2$. The coherent excitation probability per initiator molecule and pulse is

$$p=\tfrac12(5\times10^{-50})(7.853\times10^{29})^2(10^{-13})(0.7527)=1.16\times10^{-3}.$$

Chaotic light gives $2.32\times10^{-3}$. In the weak limit, and if no molecule is consumed, the expected numbers of excitations over 1000 pulses are 1.16 and 2.32 per molecule. At equal dose the chaotic intensity would be $0.20/\sqrt2=0.141$ TW/cm².

The price is a relative dose spread of $\sqrt{5/1000}=7.1\%$ from voxel to voxel. A simulation of 4000 voxels with random Gaussian amplitudes gave 7.12%.

## Where the factor of two is lost

The following estimates keep the mean intensity at 0.20 TW/cm² for both kinds of light.

**Saturation within a pulse.** Replace the weak probability $px^2$ by $1-e^{-px^2}$. Expanding to second order, with $\langle x^2\rangle=2$ and $\langle x^4\rangle=24$,

$$\frac{2p-12p^2}{p-p^2/2}\approx2\left(1-\tfrac{11}{2}p\right).$$

Numerical averaging over $e^{-x}$ gives 1.987.

**Consumption of initiator.** Suppose that each excitation consumes the molecule with a rough probability of 0.10, and that unconsumed molecules return to the ground state before the next pulse. If $\bar P$ is the mean excitation probability per pulse, including saturation, the consumed fraction after $M$ pulses is $1-(1-0.10\,\bar P)^M$. This gives 10.95% for coherent and 20.59% for chaotic light, a ratio of 1.88.

**Three-photon absorption.** Take a rough $\sigma_3=10^{-81}$ cm⁶ s² and a rate $\tfrac13\sigma_3F^3$. With the pulse factor 0.6146 for $k=3$, the ratio of three- to two-photon events in coherent light is

$$\frac{2\sigma_3F}{3\sigma_2}\,\frac{0.6146}{0.7527}=0.85\%.$$

In chaotic light it is multiplied by $3!/2!=3$, giving 2.6%.

**Light shift.** A polarisability change $\alpha'$, expressed as a volume, shifts the transition by $\tfrac14(4\pi\epsilon_0\alpha')E_0^2$ in magnitude. With $E_0^2=2I/(n_r\epsilon_0c)$ this becomes $2\pi\alpha'I/(n_rc)$. For rough values $\alpha'=20$ Å³ and refractive index $n_r=1.5$, the shift is 3.5 meV at the mean peak intensity. Two-photon events favour strong pulses: their event-weighted intensity is $\langle x^3\rangle/\langle x^2\rangle=3$ times the mean, where the shift is 10.5 meV. Both values are small beside an assumed linewidth of 300 meV, but the effect on the ratio depends on where in the band one excites. For a Gaussian band of that full width, the ratio is 1.99 at the band centre. On the flank the change is first order in the shift. At half maximum the logarithmic slope of the band is $8\ln2\times150/300^2=0.0092$ per meV, the two event-weighted shifts differ by $2\times3.5$ meV at the pulse peak, and averaging over the pulse multiplies this by $0.6146/0.7527$. The ratio then moves by about 5%, to 2.10 or 1.90 depending on the side, which exceeds the saturation correction. A local-field factor, about 2 for $n_r=1.5$ in the Lorentz model, is left out and would roughly double these shifts.

**Damage.** The chance that a chaotic pulse exceeds intensity $I_d$ is $e^{-I_d/\bar I}$. For a rough damage level of 3 TW/cm² it is $e^{-15}=3.1\times10^{-7}$ per pulse. That is roughly 300 expected events in a million voxels, whereas the coherent pulses stay at 0.20 TW/cm². At equal dose the exponent becomes $-3/0.141\approx-21$, so the risk falls steeply. The estimate is very sensitive to the assumed level. It treats damage as a single-pulse intensity threshold and leaves out heat accumulated over many pulses at 80 MHz.

**A second mode.** Let a fraction $q$ of the mean intensity lie in an independent chaotic mode of orthogonal polarisation, and let the absorber respond to total intensity. Then

$$\langle[(1-q)x_1+qx_2]^2\rangle=2(1-q)^2+2q^2+2q(1-q)=1+(1-q)^2+q^2 .$$

For $q=0.05$ the ratio is 1.905. The response to total intensity is an idealisation. For randomly oriented rod-like chromophores the signal is proportional to $2|\mathbf E|^4+|\mathbf E\cdot\mathbf E|^2$, and the ratio to linearly polarised coherent light is $\tfrac23[1+2(1-q)^2+2q^2]=1.87$. Several temporal modes of one polarisation need not reduce it. If the response is fast enough to follow $I(t)^N$, and $I(t)$ is exponentially distributed at each instant, the factor is still $N!$. The single-mode figures for noise and damage then no longer apply: averaging over several intensity fluctuations within a pulse lowers the dose spread, and each pulse has more chances to spike. If the transition is narrower than the bandwidth of such light, the signal relative to a transform-limited coherent pulse can fall far below $N!$.

## Relation to real two-photon writing

Direct laser writing can be done with near-infrared femtosecond pulses at tens of MHz, focused to a submicrometre spot. For a $1/e^2$ intensity radius $w=300$ nm, the example's pulse energy is $\tfrac12\pi w^2$ times the peak intensity times $1.0645\,\tau$, or 30 pJ. This corresponds to 2.4 mW mean power and $1.2\times10^8$ photons per pulse, a plausible scale for the technique. The example keeps the spot at rest during the dwell time. A continuous scan over one spot diameter of 600 nm in 12.5 µs, about 48 mm/s, would give each point on the line a smaller dose and a larger relative spread, because most pulses reach the point at less than the full peak intensity. Such writers use lasers whose pulses are much closer to coherent than to chaotic light, so the chaotic figures are predictions of the model. A thermal source cannot supply this light: an occupation of $1.2\times10^8$ photons per mode at 1.59 eV corresponds to about $2\times10^{12}$ K. It would have to come from amplified noise or a randomised laser, in a single mode, with amplitudes independent from one pulse to the next as the noise formula assumes. Real resists can break the assumption of an undepleted initiator. In the example, consumption and saturation together move the ratio from 2 to 1.88. Their polymerisation also depends nonlinearly on radical concentration, so a ratio of excitation rates must not be read as a ratio of polymer volumes or writing speeds.
